\section*{The exact density-functional basis of hybrids with Fock exchange}

\section*{Question}

I have been told that a hybrid such as PBE0 ``is not really DFT'': the Kohn--Sham potential is a local function fixed by the density, while a hybrid puts a fraction $\alpha$ of the nonlocal Fock operator into the one-electron equations. Does a scheme with Fock exchange have an exact form at all? If it does, what becomes of the density, the energy and the highest occupied eigenvalue as $\alpha$ is changed?

\section*{Answer}

It does. For every $\alpha$ there is a functional $R_\alpha[n]$ of the density alone such that a search over determinants returns the exact energy and density. Under further conditions, stated below, the orbitals obey Fock-type equations and $\varepsilon_{\rm HOMO}=-I$. The other eigenvalues depend on $\alpha$, and an approximate hybrid is guaranteed none of this.

\subsection*{Energy and density}

Let $\hat H=\hat T+\hat W+\sum_i v(\mathbf r_i)$, with $\hat T=\sum_i(-\hbar^2\nabla_i^2/2m)$ and a pair repulsion $w(\mathbf r-\mathbf r')\ge0$ that vanishes at infinity; for Coulomb forces $w=e^2/4\pi\varepsilon_0|\mathbf r-\mathbf r'|$. The $N$-electron ground state is nondegenerate, with energy $E_0$ and density $n_0$. Minima are assumed to be attained, and $0\le\alpha\le1$. Doing the Rayleigh--Ritz search first at fixed density gives the Levy form
\begin{equation}
E_0=\min_n\Big\{F[n]+\int vn\Big\},\qquad F[n]=\min_{\Psi\to n}\langle\Psi|\hat T+\hat W|\Psi\rangle .
\end{equation}
Write $x=(\mathbf r,\sigma)$. A determinant $\Phi$ has $\gamma(x,x')=\sum_j\phi_j(x)\phi_j^*(x')$, and the Slater--Condon rules give
\begin{equation}
W[\Phi]=\tfrac12\iint w\,\big[\gamma(x,x)\gamma(x',x')-|\gamma(x,x')|^2\big]=E_H[n]+E_x[\Phi].
\end{equation}
Define
\begin{equation}
S_\alpha[\Phi]=T[\Phi]+\alpha W[\Phi],\quad F_\alpha[n]=\min_{\Phi\to n}S_\alpha[\Phi],\quad R_\alpha[n]=F[n]-F_\alpha[n],
\end{equation}
and call the minimiser $\Phi_\alpha[n]$. The search has candidates for every $n$ with $\int|\nabla\sqrt n|^2<\infty$. Let $\bar n(x_1)$ be $n$ integrated over the two other Cartesian coordinates, $f(x_1)=(2\pi/N)\int_{-\infty}^{x_1}\bar n$, and $\phi_k=\sqrt{n/N}\,e^{ikf}$, $k=0,\dots,N-1$, all with the same spin. Then $\sum_k|\phi_k|^2=n$, and since $df=(2\pi/N)\bar n\,dx_1$,
\begin{equation}
\langle\phi_l|\phi_k\rangle=\frac1{2\pi}\int_0^{2\pi}e^{i(k-l)f}df=\delta_{kl}.
\end{equation}
The phase adds a kinetic energy proportional to $\int\bar n^3\le N\sup\bar n^2$. This is finite, because $\bar n=\int 2\sqrt{\bar n}\,(\sqrt{\bar n})'\le2\sqrt N\,\|(\sqrt{\bar n})'\|\le2\sqrt N\,\|\nabla\sqrt n\|$, both steps by the Cauchy--Schwarz inequality.

Once the minimum is taken no orbitals are left in $F_\alpha$, so $R_\alpha$ depends on $n$ only and contains no $v$. For any determinant, with density $n_\Phi$,
\begin{align}
E_\alpha[\Phi]&\equiv S_\alpha[\Phi]+R_\alpha[n_\Phi]+\int vn_\Phi
\;\ge\;F_\alpha[n_\Phi]+R_\alpha[n_\Phi]+\int vn_\Phi\nonumber\\
&=F[n_\Phi]+\int vn_\Phi\;\ge\;E_0 .
\end{align}
The first inequality is the definition of $F_\alpha$, with equality for $\Phi=\Phi_\alpha[n_\Phi]$. Equality in the second means that the state attaining $F[n_\Phi]$ has energy $E_0$; it is then the ground state, so $n_\Phi=n_0$. Both equalities hold for $\Phi_\alpha[n_0]$. Hence $\min_\Phi E_\alpha=E_0$, reached only at density $n_0$. No derivative was used. The determinant is an auxiliary object, as the Kohn--Sham determinant is.

\subsection*{What $R_\alpha$ contains}

At $\alpha=0$, $F_0=T_s$ and $\Phi_0$ is the Kohn--Sham determinant. Using $\Phi_0$ as a trial state in $F_\alpha$ gives $\Delta_\alpha\equiv T_s+\alpha W[\Phi_0]-F_\alpha\ge0$. With the Kohn--Sham definition $E_c=F-T_s-W[\Phi_0]$,
\begin{align}
R_\alpha&=\big(T_s+W[\Phi_0]+E_c\big)-\big(T_s+\alpha W[\Phi_0]-\Delta_\alpha\big)\nonumber\\
&=(1-\alpha)\big(E_H[n]+E_x[\Phi_0]\big)+E_c+\Delta_\alpha .
\end{align}
Adding $\alpha E_H+\alpha E_x[\Phi]$ from $S_\alpha$ gives the familiar hybrid form $T+E_H+\alpha E_x[\Phi]+(1-\alpha)E_x[\Phi_0]+E_c+\Delta_\alpha$. A practical global hybrid replaces the last three terms by semilocal approximations, with no separate term for $\Delta_\alpha$.

The function $\beta\mapsto S_\beta[\Phi_\alpha]-F_\beta$ is nonnegative and zero at $\beta=\alpha$, so its derivative vanishes there: $dF_\alpha/d\alpha=W[\Phi_\alpha]$ wherever $F_\alpha$ is differentiable in $\alpha$. Then $d\Delta_\alpha/d\alpha=W[\Phi_0]-W[\Phi_\alpha]$ vanishes at $\alpha=0$, and $\Delta_\alpha=O(\alpha^2)$ if $\Phi_\alpha$ is smooth in $\alpha$. Also $T[\Phi_\alpha]\ge T_s$, since $\Phi_0$ minimises $T$. At $\alpha=1$, $\Phi_1$ is a trial state for Hartree--Fock, $E_{HF}\le S_1[\Phi_1]+\int vn_0=E_0-R_1$, so $R_1[n_0]\le E_0-E_{HF}$.

\subsection*{One-electron equations}

Assume now that $F$ and $F_\alpha$ are differentiable at $n_0$ and set $v_R=\delta R_\alpha/\delta n$. Variations conserve $N$, so $v_R$ is fixed only up to a constant. Vary $E_\alpha$ with respect to $\phi_i^*(x)$. The density terms give $(v+v_R+\alpha v_H)\phi_i$, with $v_H=\int w\,n$. In $-\tfrac12\iint w\,\gamma(x,x')\gamma(x',x)$ each of the two factors contributes $-\tfrac12\int w\,\gamma(x,x')\phi_i(x')\,dx'$, together $-\hat K\phi_i$, where
\begin{equation}
(\hat K\phi_i)(x)=\sum_j\phi_j(x)V_{ji}(x),\qquad V_{ji}(x)=\int\phi_j^*(x')\,w\,\phi_i(x')\,dx' ,
\end{equation}
and only equal spins of $i$ and $j$ contribute. $E_\alpha$ depends on $\gamma$ only, which a unitary mixing of occupied orbitals leaves unchanged, so the Hermitian matrix of orthonormality multipliers can be diagonalised:
\begin{equation}
\Big[-\frac{\hbar^2\nabla^2}{2m}+v+v_R+\alpha(v_H-\hat K)\Big]\phi_i=\varepsilon_i\phi_i .
\label{gks}
\end{equation}
Multiplying by $\phi_i^*$, integrating and summing counts the interaction twice, $\sum_i\varepsilon_i=T+\int(v+v_R)n_0+2\alpha W$. Solving for $T$ and inserting it in $E_0=T+\alpha W+R_\alpha+\int vn_0$,
\begin{equation}
E_0=\sum_i\varepsilon_i-\alpha W[\Phi_\alpha]-\int v_Rn_0+R_\alpha .
\label{sum}
\end{equation}

Which orbitals are occupied needs a representability assumption: $\Phi_\alpha$ is the global minimiser of $G=S_\alpha+\int un$ for some local $u$. Then $F_\alpha+\int un$ and $F+\int vn$ are both minimal at $n_0$, so $\delta F_\alpha/\delta n=-u$, $\delta F/\delta n=-v$, and $v_R=u-v$ up to a constant. This is why $v_R$ can be found by adjusting $u$ until the equations reproduce $n_0$. Replace an occupied $\phi_i$ by an empty eigenfunction $\phi_a$: $\delta\gamma=\phi_a\phi_a^*-\phi_i\phi_i^*$. $G$ is quadratic in $\gamma$. Its linear change is the trace of the operator in \eqref{gks} with $\delta\gamma$, namely $\varepsilon_a-\varepsilon_i$. Its quadratic change is $\alpha$ times $W$ evaluated on $\delta\gamma$, whose Hartree part is $\tfrac12(J_{aa}+J_{ii}-2J_{ia})$ and whose exchange part is $-\tfrac12(J_{aa}+J_{ii}-2K_{ia})$, with $J_{ia}=\int|\phi_i|^2V_{aa}$ and $K_{ia}=\int\phi_i^*\phi_aV_{ai}$. Thus
\begin{align}
\delta G&=\varepsilon_a-\varepsilon_i-\alpha(J_{ia}-K_{ia}),\label{swap}\\
J_{ia}-K_{ia}&=\tfrac12\iint w\,|\phi_i(x)\phi_a(x')-\phi_a(x)\phi_i(x')|^2\ge0 ,
\end{align}
the second line following on expanding the square. Since $\delta G\ge0$ at a global minimum, $\varepsilon_a\ge\varepsilon_i$: the $N$ lowest levels are filled. For a density without such a $u$, the energy and density result stands, but the filling and the next result are not established.

\subsection*{The highest occupied level}

This part is an asymptotic argument at leading order in $1/r$, written for Coulomb $w$. The system is finite, $v\to0$, orbitals are real, the ion ground state and the HOMO $\phi_H$ are nondegenerate apart from spin, and $v_R$ tends to a constant along the direction followed. The steps are written for parallel spins with all searches restricted to that sector, where no spin degeneracy remains. For a singlet ground state with a closed-shell $\Phi_\alpha$, the ion ground state and the HOMO each come as a spin pair with a common spatial part. Since $w$ does not act on spin and $\hat K$ couples equal spins only, the two members of a pair are not coupled. The steps then hold for each spin separately, with the partner left out of $P$ and $Q$, and with $n_0\simeq2d_0^2\simeq2\phi_H^2$ in place of $d_0^2$ and $\phi_H^2$.

\emph{Exact tail.} Let $\chi_k$ be the ion eigenstates, $I_k=E_k(N-1)-E_0$, $I=I_0$. Expand $\Psi=N^{-1/2}\sum_kd_k(x)\chi_k(x_2,\dots,x_N)$; the $d_k$ are the Dyson orbitals, and orthonormality of the $\chi_k$ gives $n_0=\sum_k|d_k|^2$ (spin summed). Split $\hat H$ into the one-body part of electron 1, the ion Hamiltonian and $\sum_{j\ge2}w(\mathbf r-\mathbf r_j)$, and project $\hat H\Psi=E_0\Psi$ on $\chi_k$:
\begin{equation}
\Big[-\frac{\hbar^2\nabla^2}{2m}+v+I_k\Big]d_k+\sum_lw_{kl}d_l=0,\quad w_{kl}(\mathbf r)=\Big\langle\chi_k\Big|\sum_{j\ge2}w\Big|\chi_l\Big\rangle .
\end{equation}
Expanding $w$ in $r_j/r$, the monopole term gives $w_{kk}\to(N-1)e^2/4\pi\varepsilon_0r$; off the diagonal it vanishes by orthogonality, so $w_{kl}=O(r^{-2})$. For $k>0$, $d_k$ has a free part decaying with $\sqrt{2mI_k}/\hbar$, exponentially faster than $d_0$, and a part forced by $w_{k0}d_0$. Put $d_k=c_kd_0$ with slowly varying $c_k$. The $k=0$ equation gives $[-\hbar^2\nabla^2/2m+v]d_0\simeq-Id_0$, so $(I_k-I)c_k\simeq-w_{k0}$ and $c_k=O(r^{-2})$. Therefore $n_0=d_0^2\,[1+O(r^{-4})]$, and feeding $c_k$ back,
\begin{equation}
\Big[-\frac{\hbar^2\nabla^2}{2m}+v+w_{00}-P+I\Big]d_0=0,\qquad P\simeq\sum_{k>0}\frac{w_{k0}^2}{I_k-I}=O(r^{-4}).
\label{dyson}
\end{equation}
$P$ is the polarisation of the ion. The density decays as $e^{-2\kappa r}$ times a power, with $\kappa=\sqrt{2mI}/\hbar$.

\emph{Generalized tail.} In \eqref{gks} the $j=i$ term of $\hat K$ cancels the part $V_{ii}$ of $v_H=\sum_jV_{jj}$. A lower orbital has a free part, decaying faster than $\phi_H$ because $\varepsilon_i<\varepsilon_H$ in the same $v+v_R$, and for $\alpha>0$ a part forced by $-\alpha V_{Hi}\phi_H$, with $V_{Hi}=O(r^{-2})$ by orthogonality. With $\phi_i=c_i\phi_H$, the product rule and the HOMO equation give
\begin{equation}
(\varepsilon_H-\varepsilon_i)c_i-\frac{\hbar^2}{m}\nabla c_i\cdot\frac{\nabla\phi_H}{\phi_H}-\frac{\hbar^2}{2m}\nabla^2c_i\simeq\alpha V_{Hi}.
\label{ratio}
\end{equation}
The gradient terms are smaller than the first by $1/r$ and $1/r^2$, so $c_i\simeq\alpha V_{Hi}/(\varepsilon_H-\varepsilon_i)$. Lower orbitals coupled in this way decay at the HOMO rate, but with relative weight $c_i^2=O(r^{-4})$, so $n_0=\phi_H^2[1+O(r^{-4})]$. Feeding $c_j$ back,
\begin{equation}
\Big[-\frac{\hbar^2\nabla^2}{2m}+v+v_R+\alpha\sum_{j\ne H}V_{jj}-Q-\varepsilon_H\Big]\phi_H=0,\quad Q\simeq\alpha^2\sum_{j\ne H}\frac{V_{Hj}^2}{\varepsilon_H-\varepsilon_j}.
\label{homo}
\end{equation}

\emph{Subtraction.} Both tails describe the same $n_0$, so $\phi_H=\pm d_0(1+\eta)$ with $\eta=O(r^{-4})$, and
\begin{equation}
\frac{\nabla^2\phi_H}{\phi_H}-\frac{\nabla^2d_0}{d_0}=\frac{2\nabla\eta\cdot\nabla d_0/d_0+\nabla^2\eta}{1+\eta}=O(r^{-5}).
\end{equation}
Divide \eqref{homo} by $\phi_H$, \eqref{dyson} by $d_0$, and subtract; $v$ cancels:
\begin{equation}
v_R=\varepsilon_H+I+w_{00}-\alpha\sum_{j\ne H}V_{jj}-P+Q+O(r^{-5}).
\label{main}
\end{equation}
All functions of $r$ on the right vanish at infinity, so $\varepsilon_H-v_R(\infty)=-I$. In the gauge $v_R(\infty)=0$, $\varepsilon_H=-I$ for every $\alpha$. Each $V_{jj}\to e^2/4\pi\varepsilon_0r$, so $v_R\to(1-\alpha)(N-1)e^2/4\pi\varepsilon_0r$. The argument divides by $d_0$ and $\phi_H$ and says nothing along a nodal surface that reaches infinity. It does not apply to an infinite solid, which has no vacuum region to fix the constant.

Nothing similar pins the other levels. For an empty orbital no self-term cancels, so $\alpha v_H$ counts all $N$ electrons. With nuclear charge $Z$ the far local potential is $[-Z+(1-\alpha)(N-1)+\alpha N]\,e^2/4\pi\varepsilon_0r$, which for a neutral atom is $-(1-\alpha)e^2/4\pi\varepsilon_0r$.

\subsection*{Worked examples}

A two-electron singlet with a closed-shell $\Phi_\alpha$ would not probe nonlocality: there $\hat K\phi=V_{11}\phi=\tfrac12v_H\phi$ and $\phi=\sqrt{n/2}$, whatever $\alpha$. (The closed shell need not be the minimiser: for a stretched bond and $\alpha>0$, a determinant with different orbitals for the two spins and the same $n$ can have lower $S_\alpha$.) Both models below have two parallel spins, all searches are restricted to that sector, and the parameters are round model values. The program and its output follow this answer.

\emph{Four-site chain.} The hopping is $1$ eV, $w=2\,\mathrm{eV}/|i-j|$, and $v=(-0.5,0,0.5,0)$ eV. Diagonalisation gives $E_0=-1.255121$ eV and $n_0=(0.708711,0.307165,0.313578,0.670546)$. $R_\alpha[n]$ is computed for arbitrary $n$ from two inversions, and $E_\alpha[\Phi]$ is minimised from the ground determinant of the chain with $v=0$, $w=0$, without use of $n_0$. The starting energies, $-1.026$, $-1.022$, $-1.013$ eV for $\alpha=0,0.5,1$, differ; the minima are tested to equal $E_0$ within $10^{-8}$ eV, with occupations within $10^{-5}$ of $n_0$. At $n_0$ the partition shifts and the sum does not:
\begin{align}
\alpha=0:&\quad S+R=-2.032089+0.974534=-1.057555\ \mathrm{eV},\nonumber\\
\alpha=0.5:&\quad S+R=-1.539796+0.482242=-1.057554\ \mathrm{eV},\nonumber\\
\alpha=1:&\quad S+R=-1.051697-0.005858=-1.057555\ \mathrm{eV}.\nonumber
\end{align}
With $\sum v n_0=0.5\,(0.313578-0.708711)=-0.197567$ eV the total is $-1.25512$ eV. Also tested are \eqref{sum}, \eqref{swap}, and $v_R=u-v$ against a finite difference of $R$ along a number-conserving direction ($0.15798$ eV both ways at $\alpha=0.5$). Eight random starts over complex determinants find nothing below $G[\Phi_\alpha]$, which supports representability here without proving it.

\emph{One-dimensional atom.} Here $v=-2e^2/4\pi\varepsilon_0\sqrt{x^2+a^2}$, $a=0.05$ nm, on 121 points with $|x|\le0.9$ nm and a three-point kinetic operator. The grid Hamiltonian is the model; the digits refer to it and not to the continuum. The walls do not spoil the subtraction, since $d_0$ and $\phi_H$ obey the same recursion with the same boundary. $v_R$ is inverted from the exact $n_0$, so the matched density shows that a $u$ exists; global minimality of $G$ is not checked in this model, and the values of $R_\alpha$ and $\Delta_\alpha$ quoted below assume that the inverted determinant is the minimiser $\Phi_\alpha[n_0]$. The constant is fixed without $I$, by setting $v_R=w_{00}-\alpha V_{11}$ at the last point.

For soft-Coulomb repulsion with the same $a$, $I=-42.46492+51.78273=9.31781$ eV $=1.49288\times10^{-18}$ J, and the continuum formula gives $\kappa=\sqrt{9.31781/0.0380998}=15.64\ \mathrm{nm^{-1}}$. The lower level, HOMO and lowest empty level, in eV:
\begin{center}
\begin{tabular}{cccc}
$\alpha$&$\varepsilon_1$&$\varepsilon_H$&$\varepsilon_L$\\
0&$-25.24$&$-9.3176$&$-4.54$\\
0.25&$-26.53$&$-9.3176$&$-2.99$\\
0.5&$-27.81$&$-9.3177$&$-1.54$\\
0.75&$-29.07$&$-9.3178$&$-0.28$\\
1&$-30.32$&$-9.3179$&$+0.72$
\end{tabular}
\end{center}
The test is $|\varepsilon_H+I|<3$ meV with the constant read at any $x\ge0.75$ nm. $\varepsilon_1$ moves by $5.08$ eV, so it is not tied to the exact $-29.99$ eV for removal to the excited ion; interpolating the table, it passes through that value near $\alpha\approx0.93$, and nothing in the theory singles out that $\alpha$. $\varepsilon_L$ rises, in the direction expected from the weakening far attraction, but that is not the only cause: with the Gaussian repulsion below, whose far potential is $v$ for every $\alpha$, it still rises from $-8.27$ to $-6.18$ eV. A positive value is unbound, so $+0.72$ eV belongs to a state confined by the walls. The walls also raise the weakly bound entries: with the walls at $6$ nm and $v_R$ continued outward by its tail form $w_{00}-\alpha V_{11}$, $\varepsilon_L$ becomes $-1.55$ eV at $\alpha=0.5$, $-0.40$ eV at $\alpha=0.75$ and $+0.01$ eV at $\alpha=1$, while the first two rows are unchanged to the digits shown.

The residual $\varepsilon_H+I$ falls from $2.4\times10^{-4}$ eV at $\alpha=0$ through $2.2$, $1.6$, $0.58$ to $-0.78\times10^{-4}$ eV. By \eqref{main} the chosen gauge leaves $\varepsilon_H+I\simeq P-Q$ at the edge: positive at $\alpha=0$ and lowered roughly as $\alpha^2$. The drops, $0.2,0.8,1.8,3.2\times10^{-4}$ eV, follow that pattern. As an estimate, not a test: at $\alpha=1$ and $x=0.75$ nm the leading-order ratio is $5.922\times10^{-3}$ and $\varepsilon_H-\varepsilon_1=21.00$ eV, so $|V_{H1}|=0.1244$ eV and $Q(0.9\ \mathrm{nm})\approx(0.1244^2/21.00)(0.75/0.9)^4\approx3.6\times10^{-4}$ eV. With a Gaussian repulsion ($20$ eV, width $0.1$ nm) there are no power-law couplings; $I=11.86634$ eV, the largest residual is about $1\times10^{-7}$ eV, and the test tolerance is $0.1$ meV.

The computed $|\phi_1/\phi_H|$ at $0.75$ nm is $7.276\times10^{-3}$, $23\%$ above the leading-order value (tested to $35\%$). In \eqref{ratio}, $c\propto x^{-2}$ and $\phi_H'/\phi_H\approx-\kappa$ reduce the denominator by $(\hbar^2/2m)(4\kappa/x+6/x^2)=0.0381\,(83.4+10.7)=3.58$ eV, a factor $21.00/17.42=1.21$. This is an estimate: the remaining Coulomb attraction lowers the local slope at $0.75$ nm to about $14.0\ \mathrm{nm^{-1}}$ and the nearby wall raises it again to about $14.3\ \mathrm{nm^{-1}}$, which gives $0.0381\,(76.1+10.7)=3.31$ eV and a factor $1.19$, still most of the excess. At $x=0.6$ nm the Coulomb tail law gives $(1-\alpha)\,1.439965/0.6=(1-\alpha)\,2.400$ eV, against $v_R=2.402,\,1.801,\,1.199,\,0.598,\,-0.004$ eV; as the edge value was imposed, this tests the change of $v_R$ between the two points.

For $\alpha=0.25$, $R=F-T-\alpha W=22.30205-10.72556-0.25\times11.70816=8.64945$ eV, of which $\Delta=0.00137$ eV, about $1\%$ of $|E_c|=0.141$ eV in this model. The ratio $\Delta_{0.5}/\Delta_{0.25}=5.297/1.369=3.87$ is near the quadratic value 4. The tests $F_1-F_0=\int_0^1W\,d\alpha$ ($11.69901$ eV on both sides), $\Delta_\alpha>0$ and $T[\Phi_\alpha]>T_s$ for $\alpha>0$, and $R_1=-0.1212\ \mathrm{eV}\le E_0-E_{HF}=-0.1204$ eV all hold.

Plain Hartree--Fock is $\alpha=1$ with $R_1$ replaced by zero. It gives $\varepsilon_H=-9.444$ eV, off from $-I$ by $0.126$ eV or $1.4\%$ of $I$, and $\int|n-n_0|=0.014$ electrons. The Fock operator enters with the same weight as in the last row of the table; the error comes from the missing density functional.

\section*{Numbers as computed}
\begin{verbatim}
hbar^2/2m = 0.0380998 eV nm^2, e^2/(4 pi eps0) = 1.439965 eV nm
A: hopping 1.0 eV, w = 2.0 eV/|i-j|, v = [-0.5  0.   0.5  0. ] eV
A exact: E0 = -1.25512109 eV, n0 = [0.708711 0.307165 0.313578 0.670546]
A alpha=0.00: start -1.025925 eV, min -1.25512109 eV, max|n-n0| 5.4e-09
   S = -2.032089 eV, R = 0.974534 eV, dR/dn.d = 0.290715 eV, v_R.d = 0.290715 eV
A alpha=0.50: start -1.022290 eV, min -1.25512109 eV, max|n-n0| 5.1e-09
   S = -1.539796 eV, R = 0.482242 eV, dR/dn.d = 0.157978 eV, v_R.d = 0.157979 eV
A alpha=1.00: start -1.012600 eV, min -1.25512109 eV, max|n-n0| 3.6e-08
   S = -1.051697 eV, R = -0.005858 eV, dR/dn.d = 0.000491 eV, v_R.d = 0.000491 eV
B: Z = 2, a = 0.05 nm, |x| <= 0.9 nm, 121 points, dx = 0.0150 nm
B: Gaussian repulsion 20.0 eV, width 0.1 nm; ion levels -42.46492, -21.79572 eV
== Coulomb: E0 = -51.78273 eV, F = 22.30205 eV, I = 9.31781 eV = 1.49288e-18 J
   kappa = 15.6385 1/nm, E0 - E(excited ion) = -29.98701 eV
   edge: n0 = 1.21e-09 1/nm, n0/d0^2 - 1 = 2.1e-05, tail energy -9.31757 eV
   HF: E0-E_HF = -0.12039 eV, eps_H = -9.44420 eV, eps_H+I = -0.12639 eV, int|n-n0| = 1.44e-02
   a=1.00: eps_1 -30.3217, eps_H -9.31789, eps_L 0.7223, eps_H+I -7.8e-05 eV, max|ln n/n0| 2e-12
      v_R(0.6 nm) = -0.0040 eV, (1-a) e^2/(4 pi eps0 x) = 0.0000 eV
      |phi1/phiH|(0.75 nm) = 7.276e-03, leading-order law 5.922e-03
   a=0.75: eps_1 -29.0699, eps_H -9.31775, eps_L -0.2813, eps_H+I 5.8e-05 eV, max|ln n/n0| 3e-12
      v_R(0.6 nm) = 0.5975 eV, (1-a) e^2/(4 pi eps0 x) = 0.6000 eV
   a=0.50: eps_1 -27.8065, eps_H -9.31765, eps_L -1.5385, eps_H+I 1.6e-04 eV, max|ln n/n0| 3e-12
      v_R(0.6 nm) = 1.1991 eV, (1-a) e^2/(4 pi eps0 x) = 1.2000 eV
   a=0.25: eps_1 -26.5310, eps_H -9.31759, eps_L -2.9856, eps_H+I 2.2e-04 eV, max|ln n/n0| 8e-13
      v_R(0.6 nm) = 1.8007 eV, (1-a) e^2/(4 pi eps0 x) = 1.8000 eV
   a=0.00: eps_1 -25.2428, eps_H -9.31757, eps_L -4.5437, eps_H+I 2.4e-04 eV, max|ln n/n0| 4e-12
      v_R(0.6 nm) = 2.4024 eV, (1-a) e^2/(4 pi eps0 x) = 2.3999 eV
   a=1.00: T 10.74180, W 11.68145, R -0.12119, Delta 0.019919 eV
   a=0.75: T 10.73472, W 11.68956, R 2.80017, Delta 0.011548 eV
   a=0.50: T 10.72919, W 11.69842, R 5.72365, Delta 0.005297 eV
   a=0.25: T 10.72556, W 11.70816, R 8.64945, Delta 0.001369 eV
   a=0.00: T 10.72424, W 11.71893, R 11.57782, Delta 0.000000 eV
   E_c = -0.14111 eV, F_1-F_0 = 11.699006 eV, int W da = 11.699007 eV
== Gaussian: E0 = -54.33126 eV, F = 17.77889 eV, I = 11.86634 eV = 1.90120e-18 J
   kappa = 17.6481 1/nm, E0 - E(excited ion) = -32.53554 eV
   edge: n0 = 2.62e-09 1/nm, n0/d0^2 - 1 = 1.7e-09, tail energy -11.86634 eV
   HF: E0-E_HF = -0.15673 eV, eps_H = -12.05278 eV, eps_H+I = -0.18644 eV, int|n-n0| = 3.79e-02
   a=1.00: eps_1 -33.2294, eps_H -11.86634, eps_L -6.1783, eps_H+I 1.3e-08 eV, max|ln n/n0| 3e-13
   a=0.75: eps_1 -31.6924, eps_H -11.86634, eps_L -6.6416, eps_H+I 3.6e-08 eV, max|ln n/n0| 2e-12
   a=0.50: eps_1 -30.1325, eps_H -11.86634, eps_L -7.1513, eps_H+I 6.5e-08 eV, max|ln n/n0| 2e-12
   a=0.25: eps_1 -28.5483, eps_H -11.86634, eps_L -7.6978, eps_H+I 9.5e-08 eV, max|ln n/n0| 5e-12
   a=0.00: eps_1 -26.9387, eps_H -11.86634, eps_L -8.2709, eps_H+I 1.0e-07 eV, max|ln n/n0| 7e-12
   a=1.00: T 9.54167, W 8.39843, R -0.16121, Delta 0.042702 eV
   a=0.75: T 9.52711, W 8.41511, R 1.94045, Delta 0.024906 eV
   a=0.50: T 9.51558, W 8.43362, R 4.04650, Delta 0.011502 eV
   a=0.25: T 9.50786, W 8.45436, R 6.15745, Delta 0.002995 eV
   a=0.00: T 9.50499, W 8.47781, R 8.27390, Delta 0.000000 eV
   E_c = -0.20391 eV, F_1-F_0 = 8.435112 eV, int W da = 8.435113 eV
\end{verbatim}
